# Sand's time for lithium plating from a binary electrolyte: test program

```python
"""Sand's time at a plated lithium electrode in a binary 1:1 electrolyte.

Result under test: tau = pi*D*(F*c0/(2*J*(1-t_plus)))**2
  c0 initial salt concentration, J plating current density (magnitude),
  D salt diffusivity, t_plus cation transference number, F Faraday constant.
It holds for still electrolyte thicker than the depletion layer. Between two
lithium electrodes depletion needs a gap above 2*F*D*c0/(J*(1-t_plus)).
SI units are used inside the program, except in the scaled two-ion test.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import erfc

F = const.physical_constants["Faraday constant"][0]
R = const.R
c0 = 1000.0        # mol/m3
J = 100.0          # A/m2
D = 3e-10          # m2/s
t_plus = 0.4


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


def sand_time(current=J, transference=t_plus, diffusivity=D):
    return np.pi * diffusivity * (F * c0 / (2 * current * (1 - transference)))**2


def surface_value(c):
    """Quadratic extrapolation from the first three cell centres to the wall."""
    return (15 * c[0] - 10 * c[1] + 3 * c[2]) / 8


def run_cell(length, t_end, cells=600, current=J, porosity=1.0,
             diffusivity=lambda c: D + 0 * c):
    """Finite-volume cell: plating at x=0, stripping at x=length.
    Returns (depletion time or None, final concentration profile)."""
    h = length / cells
    wall_flux = -current * (1 - t_plus) / F
    transport = porosity**1.5

    def rhs(t, c):
        flux = np.full(cells + 1, wall_flux)
        flux[1:-1] = -transport * diffusivity((c[1:] + c[:-1]) / 2) * np.diff(c) / h
        return -np.diff(flux) / (h * porosity)

    def depleted(t, c):
        return surface_value(c)
    depleted.terminal = True
    depleted.direction = -1
    sol = solve_ivp(rhs, (0, t_end), np.full(cells, c0), method="LSODA",
                    lband=1, uband=1, rtol=1e-7, atol=1e-4, events=depleted)
    assert sol.success
    if len(sol.t_events[0]):
        return sol.t_events[0][0], sol.y_events[0][0]
    return None, sol.y[:, -1]


def two_ion_surface(transference, times):
    """Two ions with Poisson's equation and displacement current; neutrality is
    not imposed. Scaled units: c0 = 1, J/F = 1, salt diffusivity = 1.
    Returns the anion concentration extrapolated to the electrode."""
    d_cat = 1 / (2 * (1 - transference))
    d_an = 1 / (2 * transference)
    screening_sq = 1e-5
    n, length = 400, 10.0
    h = length / n

    def rhs(t, y):
        anion = y[0::2]
        field = np.concatenate(([0.0], y[1::2]))
        cation = anion + screening_sq * np.diff(field) / h

        def ion_flux(c, d, charge):
            flux = np.empty(n)
            flux[:-1] = -d * (np.diff(c) / h
                              - charge * (c[1:] + c[:-1]) / 2 * field[1:-1])
            flux[-1] = -d * ((1 - c[-1]) / (h / 2) - charge * field[-1])
            return flux
        n_cat = ion_flux(cation, d_cat, 1)
        n_an = ion_flux(anion, d_an, -1)
        out = np.empty(2 * n)
        out[0::2] = -np.diff(np.concatenate(([0.0], n_an))) / h
        out[1::2] = (-1 - (n_cat - n_an)) / screening_sq
        return out

    start = np.zeros(2 * n)
    start[0::2] = 1.0
    sol = solve_ivp(rhs, (0, times[-1]), start, method="LSODA", lband=2, uband=2,
                    rtol=1e-6, atol=1e-8, t_eval=times)
    assert sol.success
    x = (np.arange(1, 4) + 0.5) * h      # skip the cell holding the wall charge
    return np.array([np.polyval(np.polyfit(x, a[1:4], 2), 0.0)
                     for a in sol.y[0::2].T])


# --- Main result and derived quantities
tau = sand_time()
gradient = J * (1 - t_plus) / (F * D)
depth = np.sqrt(D * tau)
critical_gap = 2 * F * D * c0 / (J * (1 - t_plus))


def profile(x, t):
    z = x / (2 * np.sqrt(D * t))
    return c0 - 2 * gradient * np.sqrt(D * t) * (
        np.exp(-z**2) / np.sqrt(np.pi) - z * erfc(z))


half_depth = brentq(lambda x: profile(x, tau) - c0 / 2, 0, 5 * depth)
print("INPUTS AND RESULT")
show("Salt concentration", c0 / 1000, "mol/L")
show("Current density", J / 10, "mA/cm2")
show("Salt diffusivity", D, "m2/s")
show("Cation transference number", t_plus, "(no unit)")
show("Faraday constant", F, "C/mol", 7)
show("Cation diffusivity", D / (2 * (1 - t_plus)), "m2/s")
show("Anion diffusivity", D / (2 * t_plus), "m2/s")
show("Surface gradient", gradient / 1e6, "mol/L per mm")
show("F c0 / (2 J (1-t+))", F * c0 / (2 * J * (1 - t_plus)), "s/m", 5)
show("Sand's time", tau, "s")
show("Sand's time", tau / 60, "min", 3)
show("Surface concentration at a quarter of Sand's time",
     profile(0.0, tau / 4) / 1000, "mol/L")
show("Diffusion length sqrt(D tau)", depth * 1e3, "mm", 3)
show("Depth where c = c0/2 at Sand's time", half_depth * 1e3, "mm", 3)
show("Charge plated by Sand's time", J / 10 * tau / 3600, "mAh/cm2", 3)
show("Wrong time if migration is omitted", sand_time(transference=0.0), "s")
show("Wrong time if t+ replaces 1-t+", sand_time(transference=1 - t_plus), "s")

# --- Two-ion test of the salt equation and of the electrode condition
print("TESTS")
for transference, times in ((0.4, [0.4, 1.0, 1.7]), (0.2, [0.4, 1.0])):
    found = two_ion_surface(transference, times)
    expected = 1 - 2 * (1 - transference) * np.sqrt(np.array(times) / np.pi)
    error = np.max(np.abs(found - expected))
    show(f"Two-ion test, t+ = {transference}, largest surface error / c0",
         error, "(no unit)", 2)
    assert error < 5e-3

# --- Depletion time, profile and scaling from the finite-volume cell
thick = 6e-3
tau_coarse, _ = run_cell(thick, 2000, cells=300)
tau_fine, c_end = run_cell(thick, 2000, cells=600)
show("Computed depletion time, 6 mm cell, 600 cells", tau_fine, "s", 6)
show("Shift from 300 to 600 cells", tau_fine - tau_coarse, "s", 2)
assert abs(tau_fine / tau - 1) < 2e-3
centres = (np.arange(600) + 0.5) * thick / 600
near = centres < thick / 2
profile_error = np.max(np.abs(c_end[near] - profile(centres[near], tau_fine)))
show("Largest profile error at depletion", profile_error / 1000, "mol/L", 2)
assert profile_error < 3.0
stripped = surface_value(c_end[::-1])
show("Concentration at stripped electrode then", stripped / 1000, "mol/L")
assert abs(stripped / c0 - 2) < 5e-3
tau_double, _ = run_cell(3e-3, 1000, current=2 * J)
show("Computed depletion time at 20 mA/cm2", tau_double, "s")
assert abs(tau_double / tau - 0.25) < 2e-3

# --- Finite gap between two lithium electrodes
print("CELL THICKNESS AND SEPARATOR")
show("Critical gap, free electrolyte", critical_gap * 1e3, "mm", 3)
below, c_below = run_cell(0.95 * critical_gap, 6000, cells=200)
above, _ = run_cell(1.05 * critical_gap, 6000, cells=200)
assert below is None and above is not None
show("Lasting surface concentration at 0.95 critical gap",
     surface_value(c_below) / 1000, "mol/L", 3)
show("Depletion time at 1.05 critical gap", above, "s")
tau_gap, _ = run_cell(1.5e-3, 3000, cells=300)
show("Depletion time at 1.5 mm gap", tau_gap, "s")

porosity = 0.4
tau_porous, _ = run_cell(3e-3, 1000, porosity=porosity)
assert abs(tau_porous / (tau * porosity**2.5) - 1) < 5e-3
show("Assumed separator porosity", porosity, "(no unit)")
show("Sand's time in thick porous separator", tau * porosity**2.5, "s", 3)
show("Critical gap in porous separator", critical_gap * porosity**1.5 * 1e3, "mm", 3)
thin = 25e-6
limit = 2 * F * D * porosity**1.5 * c0 / ((1 - t_plus) * thin)
thin_time, c_thin = run_cell(thin, 60, cells=100, porosity=porosity)
assert thin_time is None
assert abs(surface_value(c_thin) / c0 - (1 - J / limit)) < 1e-3
show("Limiting current, 25 um porous separator", limit / 10, "mA/cm2", 3)
show("Steady surface concentration there at 10 mA/cm2",
     surface_value(c_thin) / 1000, "mol/L", 3)

# --- Other neglected effects; material inputs are rough assumed values
print("OTHER NEGLECTED EFFECTS (ROUGH INPUTS)")
tau_variable, _ = run_cell(thick, 3000,
                           diffusivity=lambda c: D * 2**(1 - c / c0))
assert tau < tau_variable < 2 * tau
show("Time if D doubles as salt vanishes", tau_variable, "s", 3)
show("Time for t+ = 0.3", sand_time(transference=0.3), "s", 3)
show("Time for t+ = 0.5", sand_time(transference=0.5), "s", 3)
activation = 15e3      # J/mol
cold_factor = np.exp(-activation / R * (1 / 273.15 - 1 / 298.15))
show("Assumed activation energy of D", activation / 1000, "kJ/mol")
show("Time at 273 K if D is given at 298 K", tau * cold_factor, "s", 3)
density_change, viscosity = 0.1, 3e-6   # relative change; m2/s
rayleigh = const.g * density_change * depth**3 / (viscosity * D)
show("Assumed relative density change on depletion", density_change, "(no unit)")
show("Assumed kinematic viscosity", viscosity, "m2/s")
show("Rayleigh number of depleted layer at Sand's time", rayleigh, "(no unit)", 2)
show("Time when that number passes 1000", tau * np.sqrt(1000 / rayleigh), "s", 2)
plated = J * tau / F * 13e-6            # 13 cm3/mol for lithium metal
show("Lithium thickness plated (13 cm3/mol)", plated * 1e6, "um", 2)
show("Plated thickness / diffusion length", plated / depth, "(no unit)", 2)
show("Salt volume fraction (60 cm3/mol)", c0 * 60e-6, "(no unit)", 2)
show("Double-layer charging time (20 uF/cm2, 1 V)", 0.2 * 1.0 / J * 1e3, "ms", 2)
debye = np.sqrt(30 * const.epsilon_0 * R * 298.15 / (2 * F**2 * c0))
show("Debye length (permittivity 30, 298 K)", debye * 1e9, "nm", 2)

print("checks complete")
```

It prints:

```
INPUTS AND RESULT
Salt concentration: 1 mol/L
Current density: 10 mA/cm2
Salt diffusivity: 3e-10 m2/s
Cation transference number: 0.4 (no unit)
Faraday constant: 96485.33 C/mol
Cation diffusivity: 2.5e-10 m2/s
Anion diffusivity: 3.75e-10 m2/s
Surface gradient: 2.073 mol/L per mm
F c0 / (2 J (1-t+)): 8.0404e+05 s/m
Sand's time: 609.3 s
Sand's time: 10.2 min
Surface concentration at a quarter of Sand's time: 0.5 mol/L
Diffusion length sqrt(D tau): 0.428 mm
Depth where c = c0/2 at Sand's time: 0.299 mm
Charge plated by Sand's time: 1.69 mAh/cm2
Wrong time if migration is omitted: 219.3 s
Wrong time if t+ replaces 1-t+: 1371 s
TESTS
Two-ion test, t+ = 0.4, largest surface error / c0: 0.00013 (no unit)
Two-ion test, t+ = 0.2, largest surface error / c0: 0.00017 (no unit)
Computed depletion time, 6 mm cell, 600 cells: 609.3 s
Shift from 300 to 600 cells: -0.00049 s
Largest profile error at depletion: 8.4e-06 mol/L
Concentration at stripped electrode then: 2 mol/L
Computed depletion time at 20 mA/cm2: 152.3 s
CELL THICKNESS AND SEPARATOR
Critical gap, free electrolyte: 0.965 mm
Lasting surface concentration at 0.95 critical gap: 0.05 mol/L
Depletion time at 1.05 critical gap: 982.6 s
Depletion time at 1.5 mm gap: 623.7 s
Assumed separator porosity: 0.4 (no unit)
Sand's time in thick porous separator: 61.7 s
Critical gap in porous separator: 0.244 mm
Limiting current, 25 um porous separator: 97.6 mA/cm2
Steady surface concentration there at 10 mA/cm2: 0.898 mol/L
OTHER NEGLECTED EFFECTS (ROUGH INPUTS)
Time if D doubles as salt vanishes: 940 s
Time for t+ = 0.3: 448 s
Time for t+ = 0.5: 877 s
Assumed activation energy of D: 15 kJ/mol
Time at 273 K if D is given at 298 K: 350 s
Assumed relative density change on depletion: 0.1 (no unit)
Assumed kinematic viscosity: 3e-06 m2/s
Rayleigh number of depleted layer at Sand's time: 8.5e+04 (no unit)
Time when that number passes 1000: 66 s
Lithium thickness plated (13 cm3/mol): 8.2 um
Plated thickness / diffusion length: 0.019 (no unit)
Salt volume fraction (60 cm3/mol): 0.06 (no unit)
Double-layer charging time (20 uF/cm2, 1 V): 2 ms
Debye length (permittivity 30, 298 K): 0.19 nm
checks complete
```
